\section*{Spin Polarization and Optimal Optical Readout of a Triplet Defect}

\section{Weak light: one excitation at a time}

Consider a colour centre with a spin-triplet ground state and a spin-triplet excited state. Light raises it from one to the other at rate $W$ without changing the spin projection $m$. An excited centre either emits a photon at rate $\Gamma$, keeping $m$, or crosses without emission to a singlet level, the shelf. The crossing rate is $k_0$ for $m=0$ and $k_1$ for $m=\pm1$. The shelf empties at rate $s_0$ into the ground state $m=0$ and at total rate $s_1$ into the two ground states $m=\pm1$. All these rates are positive. Define
\begin{equation}
S=s_0+s_1,\qquad q_i=\frac{k_i}{\Gamma+k_i},\qquad b_i=\frac{s_i}{S}.
\label{eq:defs}
\end{equation}
Here $q_i$ is the probability that an excitation ends in a crossing, and $b_i$ is the probability that the shelf returns the centre to spin class $i$.

Let the light be so weak that $W\ll\Gamma$ and $W\ll S$. Each excitation is then over before the next begins, and nearly all population is in the ground state. Let $u$ be the population of $m=0$. An excitation from $m=0$ changes the spin class with probability $q_0b_1$, and one from $m=\pm1$ does so with probability $q_1b_0$. Hence
\begin{equation}
\dot u=-Wq_0b_1u+Wq_1b_0(1-u)=-\lambda(u-p),
\label{eq:weak}
\end{equation}
\begin{equation}
\lambda=W(q_0b_1+q_1b_0),\qquad p=\frac{b_0q_1}{b_0q_1+b_1q_0}.
\label{eq:p}
\end{equation}
The solution is $u(t)=p+[u(0)-p]e^{-\lambda t}$. Light sets the pace $\lambda$, but the final polarization $p$ depends on branching alone.

An unpolarized triplet has $u=1/3$. The condition $p>1/3$ reads $3b_0q_1>b_0q_1+b_1q_0$, or $2b_0q_1>b_1q_0$. If the return is unselective, $b_0=1/3$ and $b_1=2/3$, this becomes $q_1>q_0$: selective crossing suffices to polarize. If instead $q_0=q_1$, then $p=b_0$. A selective return can still polarize the spin, but the emission carries no information about it, as the emission rate shows:
\begin{equation}
f=W[(1-q_0)u+(1-q_1)(1-u)]=W[1-q_1+(q_1-q_0)u].
\label{eq:fweak}
\end{equation}
For pure starts, $u=1$ and $u=0$, the contrast before repolarization is
\begin{equation}
1-\frac{1-q_1}{1-q_0}=1-\frac{\Gamma+k_0}{\Gamma+k_1}
=\frac{k_1-k_0}{\Gamma+k_1}.
\label{eq:prompt}
\end{equation}
Reading the spin therefore also destroys the information, at rate $\lambda$. A short window collects few photons; a long one adds noise after the signal has gone.

\section{The five-level equations at any pump rate}

Let $n_1,n_2$ be the ground populations of $m=0$ and of both $m=\pm1$ states together, $n_3,n_4$ the corresponding excited populations, and $n_5$ that of the shelf. Combining $m=\pm1$ loses nothing if these two states have equal rates, because the equations for their populations can then be added. We neglect stimulated emission, ionization, coherent spin mixing and spin-lattice relaxation. The last requires relaxation to be slow compared with optical repolarization, so $W$ cannot be made arbitrarily small in practice. Then
\begin{align}
\dot n_1&=-Wn_1+\Gamma n_3+s_0n_5, \label{eq:n1}\\
\dot n_2&=-Wn_2+\Gamma n_4+s_1n_5, \label{eq:n2}\\
\dot n_3&=Wn_1-(\Gamma+k_0)n_3, \label{eq:n3}\\
\dot n_4&=Wn_2-(\Gamma+k_1)n_4, \label{eq:n4}\\
\dot n_5&=k_0n_3+k_1n_4-Sn_5. \label{eq:n5}
\end{align}
The right-hand sides add to zero, so $\sum_i n_i=1$ is conserved. Every level can be reached from every other, so the steady state is unique.

In that state, the sum of \eqref{eq:n1} and \eqref{eq:n3} gives $k_0n_3=s_0n_5$, and the sum of \eqref{eq:n2} and \eqref{eq:n4} gives $k_1n_4=s_1n_5$. Each spin class loses to the shelf what it gets back. Equations \eqref{eq:n3} and \eqref{eq:n4} then give the ground populations:
\begin{equation}
n_3=\frac{s_0}{k_0}n_5,\quad n_4=\frac{s_1}{k_1}n_5,\quad
n_1=\frac{s_0}{Wq_0}n_5,\quad n_2=\frac{s_1}{Wq_1}n_5.
\label{eq:steady}
\end{equation}
With $B=s_0/k_0+s_1/k_1$ and $1/q_i=1+\Gamma/k_i$, the ground populations add to $(S+\Gamma B)n_5/W$ and the excited ones to $Bn_5$. Normalization gives
\begin{equation}
n_5=\left[1+\frac SW+B\left(1+\frac{\Gamma}{W}\right)\right]^{-1}.
\label{eq:shelf}
\end{equation}
The steady emission rate is $F=\Gamma(n_3+n_4)=\Gamma Bn_5$. The ratio $n_1/n_2=b_0q_1/(b_1q_0)$ is independent of $W$, so the ground state by itself has polarization $p$ at any pump rate.

The polarization available for an experiment is a different quantity. The light is switched off, and one waits until the excited levels and the shelf are empty. A centre excited in $m=0$ ends in $m=0$ with probability $(1-q_0)+q_0b_0=1-q_0b_1$; one excited in $m=\pm1$ does so with probability $q_1b_0$. Thus the final $m=0$ population is
\begin{equation}
P=n_1+(1-q_0b_1)n_3+q_1b_0n_4+b_0n_5.
\label{eq:P}
\end{equation}
Since $n_1=p(n_1+n_2)=p(1-n_3-n_4-n_5)$,
\begin{equation}
P-p=(1-q_0b_1-p)n_3+(q_1b_0-p)n_4+(b_0-p)n_5.
\label{eq:Pshift}
\end{equation}
The right side vanishes for weak light. At stronger pumping its last term is negative when $b_0<p$: the shelf then delivers a less polarized population than the ground state already has.

\section{The total photon difference}

Start the centre once in pure ground $m=0$ and once in pure ground $m=\pm1$, and call the mean numbers of photons emitted up to time $T$ $N_0(T)$ and $N_1(T)$. Both starts approach the same steady state exponentially, so the difference $\delta_i(t)$ of their populations has finite integrals $X_i=\int_0^\infty\delta_i\,dt$. Initially $\delta_1=1$, $\delta_2=-1$ and the others vanish. Integrating \eqref{eq:n3} and \eqref{eq:n4} gives
\begin{equation}
WX_1=(\Gamma+k_0)X_3,\qquad WX_2=(\Gamma+k_1)X_4.
\label{eq:X12}
\end{equation}
The integral of $\dot\delta_1$ is $0-1=-1$ and that of $\dot\delta_2$ is $+1$. Using \eqref{eq:X12} in the integrals of \eqref{eq:n1} and \eqref{eq:n2},
\begin{equation}
-k_0X_3+s_0X_5=-1,\qquad -k_1X_4+s_1X_5=1.
\end{equation}
Therefore $X_3=(1+s_0X_5)/k_0$ and $X_4=(s_1X_5-1)/k_1$. With $G=1/k_0-1/k_1$,
\begin{equation}
X_3+X_4=G+BX_5,\qquad k_0X_3+k_1X_4=SX_5.
\label{eq:X34}
\end{equation}
By \eqref{eq:X12}, $X_1+X_2=[\Gamma(G+BX_5)+SX_5]/W$. The population differences add to zero at each time, so the $X_i$ do too:
\begin{equation}
\left(1+\frac{\Gamma}{W}\right)(G+BX_5)+\left(1+\frac SW\right)X_5=0.
\end{equation}
Collecting the terms in $X_5$ and using \eqref{eq:shelf} gives $X_5=-(1+\Gamma/W)Gn_5$. The total difference $\Delta N_\infty=\Gamma(X_3+X_4)$ is
\begin{align}
\Delta N_\infty&=\Gamma G\left[1-B\left(1+\frac{\Gamma}{W}\right)n_5\right]\nonumber\\
&=\Gamma\left(\frac1{k_0}-\frac1{k_1}\right)\left(1+\frac SW\right)n_5,
\label{eq:dN}
\end{align}
where the second line again uses \eqref{eq:shelf}. The sign is that of $k_1-k_0$, whatever the return branching.

Written with a single denominator,
\begin{equation}
\Delta N_\infty=\Gamma G\,\frac{W+S}{(1+B)W+S+\Gamma B}.
\label{eq:mobius}
\end{equation}
The derivative of the fraction has numerator $(S+\Gamma B)-(1+B)S=B(\Gamma-S)$. For $k_1>k_0$, stronger light thus increases the total difference if $\Gamma>S$ and reduces it if $\Gamma<S$. The limits are $\Gamma GS/(S+\Gamma B)$ for $W\to0$ and $\Gamma G/(1+B)$ for $W\to\infty$. Since $\Gamma G=(q_1-q_0)/(q_0q_1)$ and $S+\Gamma B=s_0/q_0+s_1/q_1$, the first limit equals $(q_1-q_0)/(b_0q_1+b_1q_0)$. This is the initial rate difference from \eqref{eq:fweak} divided by $\lambda$.

\section{From polarization to readout signal}

Compare two shots. In shot $a$ the polarized centre is read directly. In shot $b$ an ideal $\pi$ pulse first exchanges $m=0$ with $m=-1$. Before the pulse, $m=0$ holds $P$ and each of $m=\pm1$ holds $(1-P)/2$, by the symmetry of their rates. After it, $m=0$ holds $(1-P)/2$. The two starts differ by
\begin{equation}
\kappa=P-\frac{1-P}{2}=\frac{3P-1}{2}
\label{eq:kappa}
\end{equation}
times the difference of the pure starts. The rate equations are linear, so $N_a(T)-N_b(T)=\kappa[N_0(T)-N_1(T)]$ for every window $T$.

The signal does not begin at once. For a pure $m=0$ start, \eqref{eq:n1} and \eqref{eq:n3} give $\dot n_3=W$ and $\ddot n_3=-W(W+\Gamma+k_0)$ at $t=0$. For an $m=\pm1$ start, $n_4$ obeys the same relations with $k_1$. The leading difference of emission rates is therefore $\Gamma W(k_1-k_0)t^2/2$: crossing must have had time to act.

Let a fraction $\eta\ll1$ of the photons be detected, with no background. Taking the counts as Poissonian, the variance of their difference is $\eta(N_a+N_b)$. With $D=N_a-N_b$ and $\Sigma=N_a+N_b$, the signal-to-noise ratio of one pair of shots is
\begin{equation}
R(T)=\sqrt{\eta}\,\frac{D(T)}{\sqrt{\Sigma(T)}}.
\label{eq:R}
\end{equation}
Let $k_1>k_0$ and $P>1/3$. At small $T$, $D\propto T^3$ and $\Sigma\propto T^2$, so $R\propto T^2$. At large $T$, $D$ tends to $\kappa\Delta N_\infty>0$ while $\Sigma\simeq2FT$, so $R\propto T^{-1/2}$. A maximum exists between these limits. With emission rates $f_a=\dot N_a$ and $f_b=\dot N_b$, setting the derivative of $\ln R$ to zero gives
\begin{equation}
\frac{f_a-f_b}{D}=\frac{f_a+f_b}{2\Sigma}
\quad\Longrightarrow\quad
\frac{f_a-f_b}{f_a+f_b}=\frac12\,\frac{N_a-N_b}{N_a+N_b}.
\label{eq:half}
\end{equation}
At the best window the instantaneous visibility has fallen to half the accumulated visibility. This necessary condition holds at any pump rate; if it has several solutions, the values of $R$ must be compared.

If the total measuring time is fixed and each shot costs an overhead time $T_o$ besides the window, the quantity to maximize is $R^2/(T+T_o)$. Its logarithmic derivative contains the extra term $-1/(T+T_o)$. It is negative at a window obeying \eqref{eq:half}, so a shorter window is then better. The shift is small only when $T_o$ is long compared with the window. The window that maximizes $R$ itself is the limit $T_o\to\infty$. For the rates of the worked example below, the best window is 0.94 of that limit for $T_o=10\,\mu\mathrm{s}$, 0.71 for $T_o=1\,\mu\mathrm{s}$ and 0.35 for $T_o=0$. These ratios assume that every shot starts from the polarization $P$. The overhead must therefore hold the repolarizing light and a dark wait of several $1/S=0.2\,\mu\mathrm{s}$, so the short values of $T_o$ are formal limits of the expression.

\section{The best window in weak light}

For weak light, $P=p$ and the two starts have $u=p$ and $u=(1-p)/2$, with mean $\bar u=(1+p)/4$. From \eqref{eq:fweak},
\begin{align}
f_a-f_b&=W(q_1-q_0)\kappa e^{-\lambda t},\\
f_a+f_b&=2F(1+re^{-\lambda t}),
\end{align}
where $F=W[1-pq_0-(1-p)q_1]$ and
\begin{equation}
r=\frac{(q_1-q_0)(\bar u-p)}{1-pq_0-(1-p)q_1}.
\label{eq:r}
\end{equation}
Put $x=\lambda T$. Integration makes $D$ proportional to $1-e^{-x}$ and $\Sigma$ equal to $2F[x+r(1-e^{-x})]/\lambda$. Condition \eqref{eq:half} becomes
\begin{equation}
2e^{-x}[x+r(1-e^{-x})]=(1-e^{-x})(1+re^{-x}).
\end{equation}
Subtract $re^{-x}(1-e^{-x})$ from both sides and multiply by $e^x$:
\begin{equation}
e^x=1+2x+r(1-e^{-x}).
\label{eq:root}
\end{equation}
Let $g(x)$ be the left side minus the right. Then $g(0)=0$, $g'(0)=-(1+r)$ and $g''=e^x+re^{-x}$. The initial sum $2F(1+r)$ is positive, so $r>-1$. Thus $g$ first falls and is convex, and it has one positive root. For $r=0$ the root is $x=1.256$. When $p>1/3$ and $q_1>q_0$, $r$ is negative and the root is smaller.

\section{A worked example}

Take the model parameters $\Gamma=60$, $k_0=8$, $k_1=60$, $s_0=3$, $s_1=2$ and $W=6$, all in $\mu\mathrm{s}^{-1}$, and $\eta=0.01$. Then $q_0=8/68=0.118$, $q_1=0.5$, $b_0=0.6$ and $B=3/8+2/60=0.408$. Equation \eqref{eq:shelf} gives
\begin{equation}
n_5=\frac1{1+5/6+0.408\times11}=0.158.
\end{equation}
The other populations are $n_1=0.672$, $n_2=0.105$, $n_3=0.059$ and $n_4=0.005$. The weak-light polarization is $p=0.3/(0.3+0.047)=0.864$, but \eqref{eq:P} gives $P=0.825$. In \eqref{eq:Pshift} the three terms are $+0.005$, $-0.003$ and $-0.042$, so the loss comes mainly from the shelf.

The pure-state photon difference is $\Delta N_\infty=6.5\times(11/6)\times0.158=1.88$. The flip factor $\kappa=(3\times0.825-1)/2=0.737$ reduces it to $1.39$ emitted photons.

To find the window, the rate equations were propagated with a matrix exponential, including a photon counter, and $R$ was maximized by a scan followed by a local search. The result is $T=0.846\,\mu\mathrm{s}=846\,\mathrm{ns}$, with $N_a=3.345$ and $N_b=2.324$. The contrast is $1-N_b/N_a=0.305$. The accumulated visibility is $1.021/5.670=0.180$ and the instantaneous one $0.090$, as \eqref{eq:half} requires. From \eqref{eq:R},
\begin{equation}
R=\sqrt{0.01}\,\frac{1.021}{\sqrt{5.670}}=0.0429.
\end{equation}
A ratio of 10 needs $(10/R)^2\simeq5.4\times10^4$ pairs of shots. Halving or doubling the window lowers $R$ by about 12\%, so its exact length is not critical.

The Poisson assumption can be assessed from the emitted number $N$. Define $Q=[\langle N(N-1)\rangle-\langle N\rangle^2]/\langle N\rangle$. Random detection multiplies $\langle N(N-1)\rangle$ by $\eta^2$ and $\langle N\rangle$ by $\eta$, so the detected variance divided by the mean is $1+\eta Q$. Integrating the probability of two emissions over their ordered times gives $\eta Q=0.0017$ and $0.0026$ for shots $a$ and $b$. The correction to the variance is below 0.3\%.

Repeating the calculation at other pump rates, with the same light for polarization and readout, gives the following values.
\begin{center}
\begin{tabular}{cccccc}
$W$ ($\mu\mathrm{s}^{-1}$) & $P$ & $\Delta N_\infty$ & $T$ ($\mu\mathrm{s}$) & contrast & $R$\\
0.06 & 0.864 & 1.11 & 55.95 & 0.219 & 0.0273\\
0.6 & 0.859 & 1.20 & 5.71 & 0.236 & 0.0295\\
6 & 0.825 & 1.88 & 0.846 & 0.305 & 0.0429\\
60 & 0.733 & 3.71 & 0.293 & 0.365 & 0.0633
\end{tabular}
\end{center}
For these parameters \eqref{eq:r} and \eqref{eq:root} give $r=-0.183$ and $x=1.163$. The weak-light window $x/\lambda$ is $55.87\,\mu\mathrm{s}$ in the first row, close to the full result. At $W=6\,\mu\mathrm{s}^{-1}$ it is $1.163/2.082=0.559\,\mu\mathrm{s}$, about a third too short, and in the last row it is $0.056\,\mu\mathrm{s}$, too short by a factor of about five. In both cases the assumption $W\ll S=5\,\mu\mathrm{s}^{-1}$ behind \eqref{eq:weak} fails, and in the last row $W\ll\Gamma$ fails as well.

Stronger light lowers $P$ but raises $\Delta N_\infty$, as \eqref{eq:mobius} predicts for $\Gamma>S$. Between the first and last rows $\kappa$ falls by a quarter while $\Delta N_\infty$ more than triples, so the total signal grows. The signal-to-noise ratio rises as well over this range. That trend belongs to the model without ionization or background; either process can change the best pump rate.
